# Recovering an Ion's Second Radial Moment from Two Periodic Cells

## What the setting must remove

Put a He\(^+\) ion in cubic cells of side 8 and 12 bohr, and read its second radial moment from the change of energy with inverse volume. If the leading charge correction is left out, the answer is \(-21.28\) bohr\(^2\). The correct value is \(-0.75\) bohr\(^2\). The energies are sound, but they contain a term in \(1/L\) that is far larger than the term in \(1/L^3\) being sought.

A program's finite-cell correction for a charged system may be set to contain the monopole term alone, or the monopole and second-moment terms together. This guide derives both for a rigid spherical ion in vacuum, then runs the second one backwards: two periodic energies give the moment, which can be compared with a direct integral of the density.

## Conventions

Hartree atomic units are used. The ion has charge density \(\rho(\mathbf r)\), positive for nuclei and negative for electrons, and

\[
q=\int\rho\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .
\]

The origin is the ion's centre. "Rigid" means that \(\rho\) is the same in every cell. The cell volume is \(V=L^3\), a uniform background of density \(-q/V\) makes the cell neutral, and the cell average of the electrostatic potential is zero. In reciprocal space this means omitting \(\mathbf G=0\). The infinite self-energy of the point nucleus is also omitted.

The potential of a lattice of unit point charges with its background is

\[
v(\mathbf s)=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf s},
\qquad
\lim_{s\to0}\left[v(\mathbf s)-\frac1s\right]=-\frac{\alpha}{L}.
\]

The limit defines the Madelung constant \(\alpha\). Ewald summation gives \(\alpha=2.837297\); a separate real-space sum over neutral cubes gives 2.837299.

## How the energy depends on cell size

Let \(U(\mathbf s)\) be the Coulomb interaction of two copies of the ion displaced by \(\mathbf s\), and \(W(\mathbf s)\) that of one ion with a whole displaced lattice of ions and its background:

\[
W(\mathbf s)=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi|\rho(\mathbf G)|^2}{G^2}e^{i\mathbf G\cdot\mathbf s}.
\]

At small \(s\) both contain \(Z^2/s\), the interaction of a nucleus of charge \(Z\) with its own copy. Removing it gives the periodic and isolated energies:

\[
E(L)=\tfrac12\lim_{s\to0}\left[W-\frac{Z^2}{s}\right],\qquad
E_0=\tfrac12\lim_{s\to0}\left[U-\frac{Z^2}{s}\right].
\]

The factor \(1/2\) prevents double counting. The background adds no separate term to \(E\), because a uniform charge times a potential of zero average integrates to zero.

Now subtract the point-charge interaction, \(f(\mathbf s)=U(\mathbf s)-q^2/s\). For a spherical ion \(f\) is short-ranged, since two spherical charges that do not overlap interact as points. Its Fourier transform is

\[
\hat f(G)=\frac{4\pi[\rho(G)^2-q^2]}{G^2}.
\]

To find its value at \(G=0\), expand the spherical transform with \(\sin(Gr)/(Gr)=1-G^2r^2/6+\dots\):

\[
\rho(G)=q-\frac{G^2Q}{6}+\dots,\qquad
\rho(G)^2-q^2=-\frac{qQG^2}{3}+\dots
\]

Hence \(\hat f(0)=-4\pi qQ/3\). Poisson summation states that

\[
\sum_{\mathbf R}f(\mathbf R+\mathbf s)=\frac1V\sum_{\mathbf G}\hat f(G)e^{i\mathbf G\cdot\mathbf s},
\]

where slowly decaying sums are read with a convergence factor that is removed at the end. The terms with \(\mathbf G\ne0\) on the right are \(W-q^2v\), so

\[
\sum_{\mathbf R}f(\mathbf R+\mathbf s)=W(\mathbf s)-q^2v(\mathbf s)-\frac{4\pi qQ}{3V}.
\]

Solve for \(W\), write the \(\mathbf R=0\) term as \(U-q^2/s\), and subtract \(Z^2/s\):

\[
W-\frac{Z^2}{s}=q^2\left[v-\frac1s\right]+\left[U-\frac{Z^2}{s}\right]
+\frac{4\pi qQ}{3V}+\sum_{\mathbf R\ne0}f(\mathbf R+\mathbf s).
\]

Half of this, at \(s\to0\), is the result:

\[
E(L)=E_0-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3L^3}+S(L),\qquad
S=\tfrac12\sum_{\mathbf R\ne0}f(\mathbf R).
\]

No term in \(L^{-5}\) or any higher power appears for this rigid spherical density. What remains, \(S\), comes from overlap of neighbouring ions and falls exponentially when the density does.

The sign deserves care. The plus sign belongs to the periodic energy. A correction added to that energy has the opposite signs:

\[
E_0\simeq E(L)+\frac{\alpha q^2}{2L}-\frac{2\pi qQ}{3L^3}.
\]

## Where the second-moment term comes from

Near a lattice point, \(v-1/r\) obeys \(\nabla^2(v-1/r)=4\pi/V\), because the only charge left there is the background, of density \(-1/V\). Cubic symmetry then fixes the quadratic term:

\[
v(\mathbf r)-\frac1r=-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right).
\]

Averaging this over the ion's charge gives the potential that the images and background produce at \(\mathbf r\). For zero dipole, and to this order, it is

\[
\phi(\mathbf r)=-\frac{\alpha q}{L}+\frac{2\pi}{3V}(qr^2+Q).
\]

In \(\tfrac12\int\rho\phi\,d^3r\), the parabola contributes \(\pi qQ/(3V)\) and the constant \(Q\) contributes the same. The first half is the ion's charge in the background's parabolic potential. The second is the shift that keeps the average potential at zero. This split depends on the zero of potential, but the sum does not. Lowering the potential by \(2\pi Q/(3V)\) removes the second half from \(\tfrac12\int\rho\phi\,d^3r\), and the background, of total charge \(-q\), then contributes the same \(\pi qQ/(3V)\).

The energy of the neutral cell, ion plus background, is therefore independent of the zero of potential. The fitted \(Q\) does change if the reported energy contains an extra term proportional to \(1/V\), as happens when the potential is shifted and the background's own term is left out. A convention that adds \(qc/V\) to the energy, with \(c\) constant, changes the fitted moment by \(3c/(2\pi)\). Check this before comparing with an integrated density.

## The He\(^+\) reference

In the nonrelativistic model with a fixed point nucleus, the ground-state electron density is

\[
n(r)=\frac{\zeta^3}{\pi}e^{-2\zeta r},\qquad \zeta=Z=2 .
\]

The nucleus sits at the origin and adds nothing to \(Q\), so

\[
Q=-4\zeta^3\int_0^\infty r^4e^{-2\zeta r}dr
=-4\zeta^3\frac{24}{(2\zeta)^5}=-\frac{3}{\zeta^2}=-\frac34\ \text{bohr}^2 .
\]

The periodic energy needs the density's transform. With \(a=2\zeta\),

\[
n(G)=\frac{4\zeta^3}{G}\int_0^\infty re^{-ar}\sin(Gr)\,dr
=\frac{4\zeta^3}{G}\,\frac{2aG}{(a^2+G^2)^2}
=\frac{a^4}{(a^2+G^2)^2}.
\]

Insert \(\rho(G)=Z-n(G)\) and expand the square. The \(Z^2\) part, less the nuclear self-energy, is a point-charge lattice energy:

\[
E(L)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{\tfrac12n(G)^2-Zn(G)}{G^2}-\frac{\alpha Z^2}{2L}.
\]

This sum uses neither \(Q\) nor the expansion, so it can test them. For a sum cut at a large \(G_c\), the missing part is nearly an integral. With \(V/(8\pi^3)\) vectors per unit reciprocal volume, it is

\[
\frac{2}{\pi}\int_{G_c}^\infty\left[\tfrac12n(G)^2-Zn(G)\right]dG .
\]

The volume has cancelled. For a rigid density, the same cutoff in both cells therefore removes most of the truncation error from their difference. The cancellation is incomplete: a sharp cutoff admits reciprocal vectors in whole shells, so their number departs from the smooth estimate by a different amount in each cell. With the bare nucleus used here and cells of 8 and 12 bohr, \(G_c=10\) bohr\(^{-1}\) leaves errors of 0.0901 and 0.0911 hartree. That small mismatch is enough to move the fitted moment to \(-1.09\) bohr\(^2\); at \(G_c=30\) bohr\(^{-1}\) the fit gives \(-0.751\) bohr\(^2\). The approach is not monotonic: the fit ranges from \(-1.37\) to \(-0.19\) bohr\(^2\) for cutoffs between 9 and 11 bohr\(^{-1}\), from \(-0.754\) to \(-0.748\) bohr\(^2\) between 28 and 32 bohr\(^{-1}\), and stays within about 0.0003 bohr\(^2\) of \(-0.75\) between 48 and 52 bohr\(^{-1}\). Raise the cutoff until the fitted \(Q\) itself is steady over several nearby cutoffs. Different cutoffs lose even the partial cancellation.

The isolated energy follows from two integrals. The nuclear attraction is \(-Z\langle1/r\rangle=-Z\zeta=-4\) hartree. The cloud's potential is \(\phi_e=[1-(1+\zeta r)e^{-2\zeta r}]/r\), as \((r\phi_e)''=-4\pi rn\) confirms, and its self-repulsion is

\[
\tfrac12\int n\phi_e\,d^3r=\tfrac12\left(\zeta-\frac{\zeta}{4}-\frac{\zeta}{8}\right)=\frac{5\zeta}{16}=0.625\ \text{hartree}.
\]

Thus \(E_0=-3.375\) hartree. This is an electrostatic energy. Adding the kinetic energy, \(\zeta^2/2=2\) hartree, and removing the self-repulsion gives the one-electron energy, \(-2\) hartree. For a rigid density these additions do not depend on \(L\): they move the intercept of the fit and leave \(Q\) unchanged.

## The two-cell recipe

Choose cells large enough for \(S\) to be negligible, and remove the monopole term from each energy:

\[
A(L)=E(L)+\frac{\alpha q^2}{2L}=E_0+\frac{2\pi qQ}{3L^3}.
\]

Subtracting the two cells eliminates \(E_0\):

\[
Q=\frac{3[A(L_1)-A(L_2)]}{2\pi q(L_1^{-3}-L_2^{-3})},\qquad
E_0=A(L_1)-\frac{2\pi qQ}{3L_1^3}.
\]

The recipe requires \(q\ne0\); in a neutral spherical ion the term in \(Q\) vanishes.

For He\(^+\) the energies in hartree are:

| \(L\) (bohr) | \(E(L)\) | \(-\alpha q^2/(2L)\) | \(A(L)\) |
|---|---|---|---|
| 8 | −3.555399054 | −0.177331092 | −3.378067962 |
| 12 | −3.494129754 | −0.118220728 | −3.375909026 |

The difference of the last column is \(-0.002158936\) hartree, and that of the inverse volumes is \(0.001374421\) bohr\(^{-3}\). Therefore

\[
Q=\frac{3(-0.002158936)}{2\pi(0.001374421)}=-0.75000\ \text{bohr}^2=-0.2100\ \text{Å}^2 .
\]

The intercept is \(E_0=-3.378068+0.003068=-3.375000\) hartree. Both results agree with the direct integrals.

Two cells determine two unknowns, so the fit alone cannot reveal a missing term. A third cell can. At 16 bohr the fitted values predict

\[
-3.375000000-0.088665546-0.000383495=-3.464049041\ \text{hartree},
\]

which matches the separately summed energy to all digits shown. Two further ions test the dependence on charge and size. With \(Z=\zeta=3\) and \(q=2\) the fit gives \(-0.333333\) bohr\(^2\); with \(Z=2\), \(\zeta=1.7\) and \(q=1\) it gives \(-1.038062\) bohr\(^2\). Both equal the directly integrated moments to the digits shown.

## How accurate the monopole term must be

Suppose the value used for \(\alpha\) is too large by \(d\). Then \(A\) is too large by \(dq^2/(2L)\), and the fitted moment shifts by

\[
\delta Q=\frac{3qd}{4\pi}\,\frac{L_1^{-1}-L_2^{-1}}{L_1^{-3}-L_2^{-3}}
=\frac{3qd}{4\pi}\,\frac{L_1^2L_2^2}{L_1^2+L_1L_2+L_2^2}.
\]

The second form uses \(x^3-y^3=(x-y)(x^2+xy+y^2)\) with \(x=1/L_1\), \(y=1/L_2\). If both cells are scaled up together, the shift grows as \(L^2\): larger cells demand a more accurate \(\alpha\).

Here the last fraction is \(9216/304=30.3\) bohr\(^2\). Rounding \(\alpha\) to 2.84 makes \(d=0.0027\) and moves \(Q\) to \(-0.7304\) bohr\(^2\), an error of 2.6% relative to the correct magnitude. Omitting the monopole term is the case \(d=-\alpha\). It shifts \(Q\) by \(-20.53\) bohr\(^2\) and explains the opening figure.

## Choosing the two cells

Two errors pull the choice in opposite directions. The first is energy noise. If the energies err by \(+\varepsilon\) and \(-\varepsilon\), then

\[
|\delta Q|=\frac{3\varepsilon}{\pi|q|\,|L_1^{-3}-L_2^{-3}|}.
\]

For \(\varepsilon=1\) microhartree this is 0.0007 bohr\(^2\) with cells of 8 and 12 bohr, but 0.0029 bohr\(^2\) with 12 and 16 bohr. Keeping the smaller cell at 8 bohr and enlarging the other without limit would reduce the error only by the factor \(1-(8/12)^3=0.70\). The smaller cell sets the attainable precision.

The second error is overlap. To obtain \(f\) for one 1s electron, put \(u=G^2+a^2\). Repeated use of \(a^2/(G^2u)=1/G^2-1/u\) gives

\[
\frac{a^4}{G^2u^2}=\frac1{G^2}-\frac1u-\frac{a^2}{u^2},\qquad
\frac{a^8}{G^2u^4}=\frac1{G^2}-\frac1u-\frac{a^2}{u^2}-\frac{a^4}{u^3}-\frac{a^6}{u^4}.
\]

The first is needed for a nucleus with an electron cloud, the second for two clouds. The inverse transform of \(4\pi/u\) is \(e^{-aR}/R\). Differentiating repeatedly with respect to \(a^2\) gives those of \(4\pi/u^2\), \(4\pi/u^3\) and \(4\pi/u^4\):

\[
\frac{e^{-aR}}{2a},\qquad \frac{e^{-aR}(1+aR)}{8a^3},\qquad
\frac{e^{-aR}(3+3aR+a^2R^2)}{48a^5}.
\]

Collect powers of \(x=\zeta R=aR/2\). The two nucleus-cloud interactions carry \(-Z\) each, the cloud-cloud interaction carries \(+1\), and the point parts cancel against \(q^2/R\) because \(Z^2-2Z+1=q^2\). The result is

\[
f(R)=\frac{e^{-2x}}{R}\left[2Z(1+x)-\left(1+\frac{11x}{8}+\frac{3x^2}{4}+\frac{x^3}{6}\right)\right].
\]

For He\(^+\) the overlap energy \(S\) is \(-2.80\times10^{-4}\) hartree at 3 bohr, \(-9.3\times10^{-6}\) at 4 bohr and \(-4\times10^{-12}\) at 8 bohr. The directly summed energies at 3 and 4 bohr confirm the first two. Cells of 3 and 4 bohr yield \(Q=-0.7560\) bohr\(^2\), too large in magnitude by 0.8%.

For a rigid density, then, take the smaller cell just large enough that

\[
\frac{3|S(L_1)-S(L_2)|}{2\pi|q|\,|L_1^{-3}-L_2^{-3}|}
\]

is below the accepted error in \(Q\), and make the second cell clearly larger. A more diffuse ion needs larger cells, since at fixed \(Z\) the ratio \(S/\zeta\) depends only on \(\zeta L\).

## When the electron relaxes

A self-consistent calculation lets the density respond to the cell. Keep the electron spherical, exclude its self-repulsion within its own cell, and neglect \(S\). With \(q=1\) and \(Q=-\langle r^2\rangle\), the energy after removal of the monopole term is

\[
e(k)=\min_\psi\langle\psi|H_0-kr^2|\psi\rangle,\qquad
H_0=-\tfrac12\nabla^2-\frac Zr,\quad k=\frac{2\pi}{3L^3}.
\]

The parabola describes the potential only near the ion. Over all space \(-kr^2\) has no lower bound, so the minimum means the localized state that continues from the isolated ground state.

Write the first-order change of the orbital as \(kF\psi_0\). Since \(\psi_0\propto e^{-Zr}\), the perturbation equation becomes

\[
-\tfrac12\left(F''+\frac{2F'}{r}\right)+ZF'=r^2-\frac{3}{Z^2}.
\]

Try \(F=c_3r^3+c_2r^2\). The left side is \(3Zc_3r^2+(2Zc_2-6c_3)r-3c_2\), so \(c_3=1/(3Z)\) and \(c_2=1/Z^2\), and the constant terms then agree. A constant added to \(F\) for orthogonality does not affect the energy. The second-order energy is \(-Ck^2\), with

\[
C=\langle(r^2-\langle r^2\rangle)F\rangle,\qquad
\langle r^m\rangle=\frac{(m+2)!}{2(2Z)^m}.
\]

Inserting the moments,

\[
C=\frac1{Z^6}\left[\frac{105}{4}+\frac{45}{2}-3\left(\frac52+3\right)\right]
=\frac{129}{4Z^6}=0.5039\ \text{bohr}^4/\text{hartree}.
\]

Thus \(e(k)=-2-\tfrac34k-Ck^2\) to second order, and the two-cell slope is

\[
Q_{\rm fit}=\frac{e(k_1)-e(k_2)}{k_1-k_2}=-\frac34-C(k_1+k_2).
\]

The moment in one cell is \(de/dk=-\tfrac34-2Ck\), so to this order the fit returns the mean of the two cells' moments. With \(k_1=0.00409\) and \(k_2=0.00121\) hartree/bohr\(^2\), it gives \(-0.75267\) bohr\(^2\). Diagonalizing \(H_0-kr^2\) in localized radial functions gives \(-0.75270\) bohr\(^2\). The negative background pushes the electron outward, and the apparent moment grows in magnitude by 0.36%. This exceeds the effect of the assumed microhartree noise in the same cells. Since \(k\propto L^{-3}\), larger cells reduce it, at the price of more noise.

## When the ion is not spherical

If the ion has a dipole \(\mathbf d\), insert \(|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'\) into the quadratic term of \(v-1/r\). The \(L^{-3}\) energy becomes

\[
\frac{2\pi}{3L^3}(qQ-d^2).
\]

The recipe then returns \(Q-d^2/q\). For a charged ion, placing the origin at \(\mathbf d/q\) makes the dipole vanish, and the fitted number is the second moment about that point.

The quartic part of \(v-1/r\) can also contribute at \(L^{-5}\) when the density is not spherical. A term \(B/L^5\) in \(A\) biases the fit by

\[
\delta Q=\frac{3B}{2\pi q}\,\frac{L_1^{-5}-L_2^{-5}}{L_1^{-3}-L_2^{-3}}.
\]

If a third cell misses its prediction by more than the energy noise allows, suspect such a term, overlap, relaxation or cutoff error, and do not read the two-cell value as the moment of a rigid sphere. A successful prediction does not rule out relaxation: in the relaxed He\(^+\) model above, the miss at 16 bohr is only 1.3 microhartree, which noise of one microhartree in each energy can hide. The formulas here also assume vacuum between the ions; a charged defect in a polarizable solid needs a separate treatment of screening. The numerical output that follows lists the main values, many to more digits; it does not include the cutoff comparison or the relaxed model's miss at 16 bohr.

## Calculated quantities

```
Madelung constant, Ewald: 2.837297479 (no unit)
Madelung constant, neutral cubes: 2.837299 (no unit)
He+ nuclear charge, net charge: 2, 1 e
He+ electron exponent: 2.0 bohr^-1
Q by radial quadrature: -0.75000000 bohr^2
E0 by radial quadrature: -3.37500000 hartree
Electron self-repulsion inside E0: 0.625000 hartree
L = 8 bohr: periodic energy E = -3.555399054 hartree
L = 8 bohr: monopole term = -0.177331092 hartree
L = 8 bohr: A = E - monopole = -3.378067962 hartree
L = 12 bohr: periodic energy E = -3.494129754 hartree
L = 12 bohr: monopole term = -0.118220728 hartree
L = 12 bohr: A = E - monopole = -3.375909026 hartree
L = 16 bohr: periodic energy E = -3.464049041 hartree
L = 16 bohr: monopole term = -0.088665546 hartree
L = 16 bohr: A = E - monopole = -3.375383495 hartree
A(8) - A(12): -0.002158936 hartree
1/L1^3 - 1/L2^3: 0.001374421 bohr^-3
Recovered Q: -0.7500000 bohr^2
Recovered Q, converted: -0.210021 angstrom^2
Recovered E0: -3.37500000 hartree
Predicted E at L = 16 bohr: -3.464049041 hartree
Test ion Z=3, zeta=3.0 bohr^-1, q=2: Q fit -0.333333, direct -0.333333 bohr^2
Test ion Z=2, zeta=1.7 bohr^-1, q=1: Q fit -1.038062, direct -1.038062 bohr^2
Q if monopole term is kept: -21.2845 bohr^2
Q with alpha = 2.84: -0.73044 bohr^2
Energy error assumed, opposite signs: 1.0 microhartree
Resulting Q error, cells 8 and 12 bohr: 0.000695 bohr^2
Resulting Q error, cells 12 and 16 bohr: 0.002854 bohr^2
Overlap energy S at L = 3 bohr: -2.7993e-04 hartree
Overlap energy S at L = 4 bohr: -9.2763e-06 hartree
Overlap energy S at L = 8 bohr: -3.94e-12 hartree
Q from cells 3 and 4 bohr: -0.75604 bohr^2
k at L = 8 and 12 bohr: 0.0040906, 0.0012120 hartree/bohr^2
Relaxation coefficient C, formula: 0.503906 bohr^4/hartree
Relaxation coefficient C, diagonalized: 0.503913 bohr^4/hartree
Isolated one-electron energy: -2.00000000 hartree
Q from relaxed energies, diagonalized: -0.752703 bohr^2
Q from relaxed energies, second order: -0.752672 bohr^2
```
